# Tetragonal Jahn-Teller distortion of the neutral silicon vacancy

## 1. A level order that reverses

In the model vacancy worked out below, with an assumed atomic-like electron repulsion and the atoms in their symmetric positions, the lowest spin singlet lies 0.080 eV above the spin triplet. Once the atoms may move, the singlet falls to 0.203 eV below the undistorted triplet, while the triplet itself gains only 0.080 eV. The same atoms, springs and orbitals serve both spin states, yet the singlet ends 0.123 eV lower.

The explanation lies in how two electrons can occupy a threefold level. Paired in one orbital, they pull the lattice with twice the force of one electron and, for linear coupling and harmonic springs, gain four times its relaxation energy. Whether this gain decides the ground state depends on exchange and on competing distortions.

## 2. The levels of the undistorted vacancy

Removing a silicon atom leaves four neighbours, each with one dangling bond and one electron. Measured from the vacancy, the neighbours lie along

$$a=(1,1,1),\quad b=(-1,-1,1),\quad c=(1,-1,-1),\quad d=(-1,1,-1).$$

Let the matrix element between any two dangling bonds be $-t$, with $t>0$, and let their common site energy be zero. The combination with equal amplitudes has energy $-3t$, since each site is coupled to three others. If the amplitudes sum to zero, the other three add up to minus the amplitude on the chosen site, so the energy is $+t$. There are three such combinations:

$$x=\tfrac12(a-b+c-d),\quad y=\tfrac12(a-b-c+d),\quad z=\tfrac12(a+b-c-d).$$

These form the $t_2$ level; the lower state is $a_1$. Four electrons give $a_1^2t_2^2$, so two electrons occupy the threefold level.

The nuclei are treated as classical, the restoring forces as harmonic and the electron-lattice coupling as linear. Spin-orbit coupling and excitations out of the $t_2$ shell are left out. A symmetric breathing motion shifts all states of $t_2^2$ alike in linear order, and is absorbed in the reference geometry.

## 3. How a tetragonal distortion splits the level

Move each neighbour, whose direction has signs $(s_x,s_y,s_z)$, by

$$\frac{u}{\sqrt6}(-s_x,-s_y,2s_z).$$

This vector has length $|u|$. For the pair $a,b$ the relative displacement is $u(-2,-2,0)/\sqrt6$, and the unit vector from $b$ to $a$ is $(1,1,0)/\sqrt2$. Their scalar product gives the first-order change of distance:

$$\delta d_{ab}=-\frac{4u}{\sqrt{12}}=-\frac{2u}{\sqrt3}.$$

For $a,c$ the relative displacement is $u(0,-2,4)/\sqrt6$ and the unit vector is $(0,1,1)/\sqrt2$, so $\delta d_{ac}=+u/\sqrt3$. By symmetry $c,d$ behaves like $a,b$, and the other four pairs like $a,c$. Positive $u$ therefore draws the neighbours together in two pairs.

Let the hopping decay as $t(d)=t\,e^{-(d-d_0)/\lambda}$, where $d_0$ is the undistorted distance. To first order the hoppings in the approaching and separating pairs are

$$t_s=t\left(1+\frac{2u}{\sqrt3\lambda}\right),\qquad t_o=t\left(1-\frac{u}{\sqrt3\lambda}\right).$$

In the energy of an orbital, each pair contributes $2c_ic_j(-t_{ij})$, with $c_i=\pm\frac12$. Orbital $z$ has equal signs on the two approaching pairs and opposite signs on the other four:

$$\varepsilon_z=-t_s+2t_o=t-\frac{4t}{\sqrt3\lambda}u.$$

Orbital $x$ has equal signs on two separating pairs, and opposite signs on the remaining two separating pairs and both approaching pairs:

$$\varepsilon_x=-t_o+t_o+t_s=t+\frac{2t}{\sqrt3\lambda}u,$$

and $\varepsilon_y$ is the same. With

$$V=\frac{4t}{\sqrt3\lambda}$$

the shifts are $-Vu$ for $z$ and $+Vu/2$ for $x$ and $y$. Their sum is zero. The $a_1$ energy, $-t_s-2t_o$, has no first-order shift. The distortion keeps the three twofold rotations, under which $a_1,x,y,z$ have different sign patterns, so it does not mix them.

## 4. Two paired electrons

Let $k$ be the effective stiffness per neighbour for this distortion. Four atoms displaced by $u$ cost $4\times\frac12ku^2=\frac12Ku^2$, with $K=4k$. Leaving electron repulsion aside, two electrons in $z$ have the energy change

$$E(u)=-2Vu+\tfrac12Ku^2.$$

The derivative $-2V+Ku$ vanishes at $u_0=2V/K$, and

$$E(u_0)=-\frac{4V^2}{K}+\frac{2V^2}{K}=-\frac{2V^2}{K}=-4E_E,\qquad E_E=\frac{V^2}{2K}.$$

Here $E_E$ is the gain of a single electron, for which the linear term is $-Vu$. The elastic cost is quadratic and the electronic gain linear, so the symmetric arrangement is unstable for any nonzero $V$. This establishes the lowering for the paired configuration.

## 5. Competition with trigonal distortions

The tetragonal coordinate has a partner $v$, which shifts $x,y,z$ by $-Vv(\frac{\sqrt3}{2},-\frac{\sqrt3}{2},0)$ and has the same stiffness. Together they form the $e$ modes. Three $t_2$ modes instead mix the orbitals in pairs. Their matrices are normalized as $\frac{\sqrt3}{2}(|y\rangle\langle z|+|z\rangle\langle y|)$ and its cyclic partners, and their one-electron relaxation energy is called $E_T$. Their stiffness is a separate input, so $E_T$ is not fixed by $k$. If each neighbour were held by the same spring $k$ in all directions, the hopping law of Section 3 would give $E_T=E_E$. The trigonal modes also mix $a_1$ with $t_2$. The matrix element is as large as the one between two $t_2$ orbitals, but it acts across the gap $4t$; that contribution is neglected.

Put both electrons in a real normalized orbital $n=(n_x,n_y,n_z)$. A real symmetric level matrix always has a real lowest orbital, so this choice is sufficient. The expectation values of the two $e$ matrices are

$$\frac{3n_z^2-1}{2},\qquad \frac{\sqrt3}{2}(n_x^2-n_y^2).$$

An $e$ mode with expectation value $g$ contributes $-2Vgq+\frac12Kq^2$, whose minimum is $-4E_Eg^2$. Using $1=n_x^2+n_y^2+n_z^2$ in the first value, the sum of the squares is

$$\frac{(2n_z^2-n_x^2-n_y^2)^2+3(n_x^2-n_y^2)^2}{4}
=n_x^4+n_y^4+n_z^4-p=1-3p,$$

where $p=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2$. The last step uses $(n_x^2+n_y^2+n_z^2)^2=1$. The $t_2$ expectation values are $\sqrt3n_yn_z$ and its partners, whose squares sum to $3p$. Hence

$$E(n)=-4\left[E_E(1-3p)+3pE_T\right],\qquad 0\le p\le\tfrac13.$$

Minimizing first over displacements and then over orbitals gives the same lowest energy as the reverse order. Since $E(n)$ is linear in $p$, its minimum lies at an end of the range. At $p=0$ the orbital is $x$, $y$ or $z$ and the distortion is tetragonal. At $p=1/3$ the orbital points along a body diagonal and the distortion is trigonal. The tetragonal form wins if $E_E>E_T$. If the two energies are equal, all orientations are degenerate in this approximation. Near equality the neglected $a_1$–$t_2$ mixing decides. With the hopping of Section 8, linear coupling, no exchange and springs equal in all directions, it favours an orbital along a face diagonal, at $-0.375$ eV against $-0.320$ eV for the tetragonal and trigonal forms. With the stiffer trigonal modes of Section 8 the tetragonal form remains lowest, and the mixing reduces the barrier from 0.09 to 0.07 eV.

There are three equivalent tetragonal minima. Turning the orbital from $z$ to $x$ within their plane raises $p$ to at most $1/4$, so the barrier between them is at most $3(E_E-E_T)$ without exchange. A static distortion requires the vacancy to stay in one minimum during the observation.

## 6. Electron repulsion and the two spin states

Let $U$ be the repulsion of two electrons in one orbital, $U'$ that between different orbitals, and $J>0$ the exchange integral. The twofold rotations reverse two of the three orbitals at a time, which removes every other type of integral within the shell. In charge-density order, the integrals are

$$(ij|kl)=U'\delta_{ij}\delta_{kl}+J(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})+(U-U'-2J)\,\delta_{ijkl},$$

where $\delta_{ijkl}$ is one when all four indices agree and zero otherwise. I now assume $U-U'=2J$, the relation that holds for atomic $p$ orbitals. The last term disappears, and the repulsion is unchanged by any rotation of the three orbitals among themselves.

A triplet has energy $U'-J=U-3J$. Singlets with two different orbitals have $U'+J=U-J$. Among the doubly occupied states $|xx\rangle,|yy\rangle,|zz\rangle$, the matrix has $U$ on the diagonal and $J$ elsewhere, with eigenvalues $U-J$ twice and $U+2J$ once. The lowest singlets thus lie $2J$ above the triplet.

This gap rests on the assumed repulsion, not on the geometry of the vacancy. Each $t_2$ orbital of Section 2 has density $\frac14$ on every neighbour. If the electrons repelled each other only through these site densities, $U$ and $U'$ would be equal. The triplet at $U'-J$ and the lowest singlets at $U-J$ would then coincide within the shell, and their order would depend on the excitations left out here. The spin crossing found below therefore belongs to the atomic-like repulsion and should not be carried over to a real vacancy without computing its integrals.

**Why the minimum is in the $e$ plane.** Measure each mode by its force amplitude $F$, coupling times displacement. The elastic energy is

$$\frac{F_e^2}{4E_E}+\frac{F_t^2}{4E_T}.$$

The product of any two different mode matrices has zero trace, and the square of each has trace $3/2$, so $F_e^2+F_t^2$ is fixed by the eigenvalues of the level matrix. So is the electronic energy, because the repulsion is rotation invariant. Rotating the level matrix to diagonal form keeps both and makes $F_t=0$. For $E_E>E_T$ this lowers the elastic energy whenever $F_t$ was nonzero. The global minimum for either spin therefore has pure $e$ distortion.

**Triplet.** Two parallel spins leave one orbital $m$ empty. Since the mode matrices are traceless, their expectation values are minus those of $m$, with unit instead of double strength. The result of Section 5 then applies without the factor four, and the minimum is

$$E_{\rm trip}=U-3J-E_E.$$

It too is tetragonal. With $z$ empty the energy change is $Vu+\frac12Ku^2$, so $u=-V/K$: the distortion has the opposite sign.

**Singlet.** For a diagonal level matrix, singlets with two different orbitals stay $2J$ above the triplet with the same occupation; their minimum is $U-J-E_E$. The others have the form $\sum_ic_i|ii\rangle$ with $\sum_ic_i^2=1$. Their orbital occupations are $2c_i^2$, so the algebra of Section 5 holds with $n_i^2$ replaced by $c_i^2$:

$$E-U=-4E_E+12E_E\sum_{i<j}c_i^2c_j^2+2J\sum_{i<j}c_ic_j.$$

Define $S=\sum_ic_i$, $s=\sum_{i<j}c_ic_j=(S^2-1)/2$ and $r=c_xc_yc_z$. Squaring $s$ gives $\sum_{i<j}c_i^2c_j^2=s^2-2Sr$, and therefore

$$E-U=-4E_E+12E_E(s^2-2Sr)+2Js.$$

The overall sign of the state is free, so take $S\ge0$. For fixed $S>0$ the energy is lowest at the largest $r$. The $c_i$ are the roots of $X^3-SX^2+sX-r$. Raising $r$ lowers this curve, and three real roots survive until the two smaller ones merge. The minimum thus has coefficients $(a,a,b)$ with $a\le b$.

The case $S=0$ gives $U-J-E_E$ for every $r$. Choosing $r>0$ and making $S$ slightly positive changes the energy by $-24E_ESr$ to first order, so this case is not a minimum. It also shows that the doubly occupied family reaches below the singlets with two different orbitals. Equal coefficients, $a=b$, give $U+2J$ and are excluded as well. Together with $2a+b>0$, this leaves $b^2>a^2$. Taking $b$ on $z$, the displacement is

$$u=\frac{2V}{K}\,\frac{3b^2-1}{2}=\frac VK(3b^2-1)>0.$$

The singlet minimum is tetragonal with approaching pairs for every $J\ge0$ in this model.

## 7. The singlet energy curve

Along $u$, the state $|zz\rangle$ couples to $(|xx\rangle+|yy\rangle)/\sqrt2$. The diagonal energies are $U-2Vu$ and $U+Vu+J$, and the coupling is $\sqrt2J$. The lower eigenvalue plus the elastic energy is

$$E_s(u)=U+\frac{J-Vu}{2}-\frac12\sqrt{(J+3Vu)^2+8J^2}+\frac12Ku^2.$$

At $u=0$ the root equals $3J$ and its derivative is $3VJ/(3J)=V$. The slope of $E_s$ is therefore $-V/2-V/2=-V$, half that of the paired determinant, because exchange mixes the three doubly occupied states. For negative $u$, $(|xx\rangle-|yy\rangle)/\sqrt2$ has electronic energy $U-J+Vu$ and also falls linearly. The symmetric singlet is unstable in both directions.

For $Vu\gg J$ the root can be expanded:

$$E_s\simeq U-2Vu+\frac12Ku^2-\frac{2J^2}{J+3Vu}.$$

The first three terms are those of a paired determinant. The last is the remaining admixture, and at $u_0$, where $Vu_0=4E_E$, it is $-2J^2/(J+12E_E)$.

**Which spin wins?** The paired determinant alone gives the upper bound $U-4E_E$ for the singlet. It lies below the triplet minimum if $3E_E>3J$, so

$$E_E>J$$

is sufficient for a paired tetragonal ground state, given $E_E>E_T$. The admixture moves the crossing slightly lower. With $\rho=E_E/J$, the approximate condition is $3\rho+2/(1+12\rho)=3$, and the numerical crossing is at $\rho=0.946$. Inserting it gives $2.838+0.162=3.000$.

There is a single crossing. At fixed $E_E$, the singlet minimum changes with $J$ at the rate $2s\ge-1$ relative to $U$, and the triplet at $-3$, so their difference grows steadily with $J$. For the repulsion assumed here, the triplet is the ground state below the critical ratio, with its tetragonal distortion of opposite sign.

## 8. Numbers for a model vacancy

The parameters are round choices, not a first-principles calculation of silicon: $t=0.60$ eV, $\lambda=1.00$ Å, $k=3.00$ eV/Å$^2$, $J=0.040$ eV and $E_T=0.050$ eV. The last value makes the trigonal modes 1.6 times as stiff as they would be with springs $k$ equal in all directions. The preference for the tetragonal form is thus put in by this choice, not derived from the hopping. The parameters give

$$V=\frac{4(0.60)}{\sqrt3(1.00)}=1.386\ \text{eV/Å},\qquad K=12.00\ \text{eV/Å}^2,$$

$$E_E=\frac{(1.386)^2}{2(12.00)}=0.080\ \text{eV},\qquad u_0=\frac{2(1.386)}{12.00}=0.231\ \text{Å}.$$

Without exchange, pairing gains $4E_E=0.320$ eV, against $4E_T=0.200$ eV for the trigonal form. The barrier between tetragonal minima is then at most $3(0.080-0.050)=0.09$ eV.

With exchange, measure energies from the undistorted triplet at $U-3J$. The paired determinant gives the bound

$$-4E_E+3J=-0.320+0.120=-0.200\ \text{eV}.$$

The admixture adds about $-2(0.040)^2/(0.040+0.960)=-0.003$ eV, in agreement with the computed minimum of $-0.203$ eV. The determinant $|zz\rangle$ has a weight of 0.997 there. From its own undistorted level, at $+0.080$ eV, the singlet gains 0.283 eV. The triplet gains only $E_E=0.080$ eV. With the starting gap of $2J$ set by the assumed repulsion, this difference produces the reversal noted at the start. The ratio $E_E/J=2.0$ is well above the crossing.

As a test, the two-electron problem was diagonalized while all five modes relaxed from random starting displacements. The lowest singlet and triplet found agree with the formulas and contain no trigonal part.

The linear coupling is only a rough approximation here. At the singlet minimum the paired neighbours approach by 0.27 Å in linear order, not very small beside $\lambda=1.00$ Å. Evaluating the exponential hopping at the displaced positions, for a vacancy-neighbour distance of 2.40 Å, changes the $z$ shift from $-0.318$ to $-0.352$ eV and the $x,y$ shift from $0.159$ to $0.182$ eV. Relative to the linear values, these are increases in magnitude of about 10% and 15%. The energies change by more. At the same displacement two electrons in $z$ gain a further $2(0.352-0.318)\approx0.07$ eV. Relaxing again along $u$ with the exponential shifts of the $t_2$ levels and the same $K$ puts the singlet at $-0.29$ eV and the triplet at $-0.07$ eV. The ratio of the gains without exchange then rises from 4 to about 5.7, and the crossing moves from $J=0.085$ to about $0.12$ eV. The order of the states is unchanged, but the digits quoted above check the algebra of the linear model; they are not a prediction for silicon. The full set of values is in the numerical output below.

## Calculated quantities

```
INPUTS
hopping t: 0.60 eV
decay length lambda: 1.00 angstrom
stiffness per neighbour k: 3.00 eV/angstrom^2
exchange integral J: 0.040 eV
one-electron trigonal energy E_T: 0.050 eV
vacancy-neighbour distance: 2.40 angstrom
UNDISTORTED VACANCY
a1 level: -1.800 eV
t2 level: 0.600 eV
lowest singlet above triplet: 0.0800 eV
highest singlet above triplet: 0.2000 eV
COUPLING
total stiffness K: 12.00 eV/angstrom^2
coupling V: 1.3856 eV/angstrom
one-electron tetragonal energy E_E: 0.0800 eV
PAIRED ELECTRONS, J = 0
displacement u0 = 2V/K: 0.2309 angstrom
energy at the relaxed minimum: -0.3200 eV
trigonal stationary energy -4E_T: -0.2000 eV
WITH EXCHANGE, relative to undistorted triplet
singlet displacement u: 0.2298 angstrom
pair distance change, linear: -0.2654 angstrom
other distances change, linear: 0.1327 angstrom
paired-determinant bound: -0.2000 eV
singlet minimum: -0.2032 eV
triplet minimum: -0.0800 eV
singlet minus triplet minimum: -0.1232 eV
singlet gain from its own undistorted level: -0.2832 eV
weight of the paired zz determinant: 0.9968
ratio E_E/J in the example: 2.000
critical ratio E_E/J: 0.9463
LEVEL SHIFTS AT THE SINGLET MINIMUM
z level, linear: -0.3185 eV
z level, exponential hopping: -0.3518 eV
x and y levels, linear: 0.1592 eV
x and y levels, exponential hopping: 0.1824 eV
```
